# The Relativistic Hartree Energy and Its Magnetostatic Term

Put one electron in the Dirac 1s orbital around a point nucleus of charge $Z=50$. The magnetic field of its current stores 7.87 eV, yet the transverse part of the Hartree energy is $-7.87$ eV. Add a second 1s electron of opposite spin. The transverse Hartree energy becomes zero, while the transverse exchange energy is $+47.2$ eV, six times the field energy of one electron. The sign, the zero and the factor six all need an explanation.

## The statement and its conventions

The algebra uses Hartree atomic units ($\hbar=m=e=1$) and Gaussian fields. The electron has charge $-1$, and $c\approx137.036$. Nuclei are fixed and infinitely heavy, so recoil is absent. For a determinant of positive-energy four-spinors $\psi_i$, define the number density and number current

$$n=\sum_i\psi_i^\dagger\psi_i,\qquad \mathbf j=c\sum_i\psi_i^\dagger\boldsymbol\alpha\psi_i .$$

The electric current is $-\mathbf j$. Primes denote quantities at $\mathbf r'$, and $R=|\mathbf r-\mathbf r'|$. The orbitals are stationary states in a local potential, as in Kohn–Sham theory. The result to be derived is

$$E_H=\frac12\iint\frac{n n'}{R}-\frac1{2c^2}\iint\frac{\mathbf j\cdot\mathbf j'}{R}
=\frac12\iint\frac{nn'}{R}-W,\qquad W=\int\frac{B^2}{8\pi}. \tag{1}$$

With $J^\mu=(cn,\mathbf j)$ and metric signs $(+,-,-,-)$, $J_\mu J'^\mu=c^2nn'-\mathbf j\cdot\mathbf j'$, so the two terms combine into

$$E_H=\frac1{2c^2}\iint\frac{J_\mu J'^\mu}{R}.$$

The transverse term is therefore minus the magnetostatic field energy. It vanishes for closed shells; transverse exchange need not.

Both derivations use current conservation. An orbital obeys

$$\left[c\boldsymbol\alpha\cdot(-i\nabla+\mathbf A/c)+\beta c^2+v\right]\psi=\varepsilon\psi,$$

with real local $v$ and $\mathbf A$. Multiply from the left by $\psi^\dagger$ and subtract the complex conjugate. The terms in $\mathbf A$, $\beta$, $v$ and $\varepsilon$ are real and cancel, leaving

$$-ic\left[\psi^\dagger\boldsymbol\alpha\cdot\nabla\psi+(\nabla\psi^\dagger)\cdot\boldsymbol\alpha\psi\right]=-ic\,\nabla\cdot(\psi^\dagger\boldsymbol\alpha\psi)=0 .$$

Hence $\nabla\cdot\mathbf j=0$. A nonlocal potential would add terms that need not cancel orbital by orbital. In that case $\mathbf j$ must be replaced by its transverse part unless conservation is shown separately.

## First derivation: the field as a variable

In Coulomb gauge, $\nabla\cdot\mathbf A=0$, the Hamiltonian contains the instantaneous Coulomb repulsion, the Dirac kinetic term $c\boldsymbol\alpha\cdot(\mathbf p+\mathbf A/c)$, and the transverse field energy $\int(E_T^2+B^2)/8\pi$. The plus sign before $\mathbf A$ comes from the charge $-1$.

The Coulomb part is familiar. The expectation value of the repulsion involves the pair density; replacing that by the product $nn'$ gives the first term of (1). The remainder is Coulomb exchange, and correlation when the state is not a single determinant.

For the transverse part, take as trial state the determinant times a coherent state of the photon field. A coherent state displaces each field oscillator, so the mean field is a classical $\mathbf A$ and the mean field energy is the classical one plus a constant zero-point energy, which is dropped. The Dirac coupling is linear in $\mathbf A$, with no $A^2$ term, so its mean value is $\int\mathbf j\cdot\mathbf A/c$. The electric part $E_T^2$ is lowest at zero. What remains is

$$F[\mathbf A]=\frac1{8\pi}\int|\nabla\times\mathbf A|^2+\frac1c\int\mathbf j\cdot\mathbf A. \tag{2}$$

Vary $\mathbf A$ by $\mathbf a$. The identity $\mathbf B\cdot(\nabla\times\mathbf a)=\mathbf a\cdot(\nabla\times\mathbf B)+\nabla\cdot(\mathbf a\times\mathbf B)$, with a vanishing surface term for a localized current, gives

$$\delta F=\int\mathbf a\cdot\left[\frac{\nabla\times\mathbf B}{4\pi}+\frac{\mathbf j}{c}\right]=0
\quad\Rightarrow\quad \nabla\times\mathbf B=-\frac{4\pi}{c}\mathbf j. \tag{3}$$

This is Ampère's law for the electric current $-\mathbf j$. Both sides are divergence-free, so restricting $\mathbf a$ to transverse variations loses nothing. The coupling energy at the stationary point is, by (3) and the same integration by parts,

$$\frac1c\int\mathbf j\cdot\mathbf A=-\frac1{4\pi}\int\mathbf A\cdot(\nabla\times\mathbf B)=-\frac1{4\pi}\int B^2=-2W. \tag{4}$$

The field energy is $+W$, so the total is $W-2W=-W$. For any other field $\mathbf A+\mathbf a$, the terms linear in $\mathbf a$ cancel by (3), and

$$F[\mathbf A+\mathbf a]=-W+\frac1{8\pi}\int|\nabla\times\mathbf a|^2\ge-W .$$

At fixed orbitals the stationary point is thus a minimum.

To obtain the current form, use $\nabla\times(\nabla\times\mathbf A)=-\nabla^2\mathbf A$ in Coulomb gauge. Equation (3) becomes $\nabla^2\mathbf A=4\pi\mathbf j/c$, whose decaying solution is

$$\mathbf A(\mathbf r)=-\frac1c\int\frac{\mathbf j'}{R}\,d^3r'. \tag{5}$$

Half of the coupling energy (4) is $-W$, so

$$-W=\frac1{2c}\int\mathbf j\cdot\mathbf A=-\frac1{2c^2}\iint\frac{\mathbf j\cdot\mathbf j'}{R},$$

which is the transverse term in (1).

The sign has a direct meaning. Parallel currents attract, so the interaction energy must fall when they approach with the currents held fixed, although the energy stored in their common field then rises. The field energy alone omits the coupling, which is twice as large and negative.

The same functional gives the potential felt by the orbitals. Varying $\mathbf j$ in the transverse term, where the two equal factors cancel the one half, gives

$$\frac{\delta(-W)}{\delta\mathbf j}=-\frac1{c^2}\int\frac{\mathbf j'}{R}\,d^3r'=\frac{\mathbf A}{c}.$$

Since $\mathbf j$ contains $c\boldsymbol\alpha$, the orbital equation acquires the term $\boldsymbol\alpha\cdot\mathbf A$, the magnetic partner of the Hartree potential.

## Second derivation: exchange of one photon

Now keep the photons as quanta and treat the coupling

$$H'=\frac1c\int\hat{\mathbf j}\cdot\hat{\mathbf A}$$

in second-order perturbation theory. The unperturbed state is the determinant, built from orbitals in a potential without $\mathbf A$, and no photons. The difference between the Coulomb repulsion and the local potential is a separate perturbation. In a box of volume $V$, with $\omega=ck$ and real polarization vectors $\mathbf e_\lambda\perp\mathbf k$,

$$\hat{\mathbf A}=\sum_{\mathbf k\lambda}N_k\,\mathbf e_\lambda\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad N_k^2=\frac{2\pi c^2}{V\omega}.$$

The normalization follows from the energy of a classical mode of amplitude $a$. The magnetic and electric parts each average to $2k^2N_k^2|a|^2V/8\pi$. Setting their sum, $k^2N_k^2|a|^2V/2\pi$, equal to $\omega|a|^2$ gives $N_k^2$.

The first-order energy vanishes because $H'$ changes the photon number by one. The second-order energy is

$$E^{(2)}=-\sum_m\sum_{\mathbf k\lambda}\frac{|\langle m;1_{\mathbf k\lambda}|H'|0;0\rangle|^2}{E_m-E_0+\omega}, \tag{6}$$

where $m$ labels electronic determinants. Since $\hat{\mathbf j}$ is a one-body operator, $m$ is either the original determinant or a single excitation.

### The original determinant: Hartree

For $m=0$ the electrons transfer no energy to the photon. The denominator is just $\omega$: the direct term is static without any neglect of retardation. With $\mathbf j_{\mathbf k}=\int\mathbf j\,e^{-i\mathbf k\cdot\mathbf r}$, the matrix element is $N_k\,\mathbf e_\lambda\cdot\mathbf j_{\mathbf k}/c$, and $N_k^2/(c^2\omega)=2\pi/(Vc^2k^2)$. Summing over polarizations with $\sum_\lambda e_{\lambda a}e_{\lambda b}=\delta_{ab}-k_ak_b/k^2$, and replacing $V^{-1}\sum_{\mathbf k}$ by $\int d^3k/(2\pi)^3$, gives

$$E_T=-\frac1{2c^2}\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\left(\delta_{ab}-\frac{k_ak_b}{k^2}\right)j^*_{\mathbf k a}j_{\mathbf k b}. \tag{7}$$

Repeated indices are summed. To return to real space, note that $4\pi/k^2$ is the transform of $1/R$. Because $\nabla^2R=2/R$, the transform of $-R/2$ is $4\pi/k^4$, up to terms at $k=0$ that do not matter after two derivatives. Each $k_ak_b$ becomes $-\partial_a\partial_b$, so

$$\frac{4\pi k_ak_b}{k^4}\ \longrightarrow\ \frac12\partial_a\partial_bR=\frac{\delta_{ab}-e_ae_b}{2R},\qquad \mathbf e=\frac{\mathbf r-\mathbf r'}{R}.$$

Subtracting this from $\delta_{ab}/R$ leaves the Breit kernel:

$$E_T=-\frac1{2c^2}\iint j_a\,\frac{\delta_{ab}+e_ae_b}{2R}\,j'_b. \tag{8}$$

Current conservation reads $\mathbf k\cdot\mathbf j_{\mathbf k}=0$. The second term in (7) then drops out, and (8) reduces to the Gaunt form $-(1/2c^2)\iint\mathbf j\cdot\mathbf j'/R$. This is again the transverse term in (1).

Without conservation the two kernels differ. For the artificial current $n\hat{\mathbf x}$ with spherical $n$, the average of $e_x^2$ is $1/3$, so the Breit-to-Gaunt ratio is $(1+1/3)/2=2/3$. The numerical sampling gives 0.6667.

### Single excitations: exchange

The other states in (6) promote an electron from $i$ to an unoccupied orbital $a$. Write the sum over unoccupied orbitals as a sum over all positive-energy orbitals minus a sum over occupied ones. The first sum is a self-energy of each electron separately. It belongs, after renormalization, to the radiative corrections and is set aside here, as are contributions of the negative-energy sea. The subtracted sum enters (6) with a plus sign:

$$E_x^T=+\sum_{ij}^{\rm occ}\sum_{\mathbf k\lambda}\frac{N_k^2}{c^2}\,\frac{|\mathbf e_\lambda\cdot\mathbf j_{ji,\mathbf k}|^2}{\omega+\varepsilon_j-\varepsilon_i},\qquad \mathbf j_{ji}=c\,\psi_j^\dagger\boldsymbol\alpha\psi_i .$$

For orbitals of different energy the denominator retains retardation. When $\varepsilon_j<\varepsilon_i$ it vanishes at $\omega=\varepsilon_i-\varepsilon_j$, and the integral over photon frequencies is taken as a principal value. The sum over all orbitals, treated in the same way, contains the same pole with opposite sign, so for an occupied lower orbital $j$ the two cancel in (6). If a lower orbital is empty, its pole can remain; it then signals radiative decay, and the determinant is not a truly stationary state. If all occupied orbitals are degenerate, the denominator is $\omega$, and the transition currents are conserved by the same subtraction as before. The steps leading to (8) then give

$$E_x^T=\frac12\sum_{ij}\iint\frac{(\psi_i^\dagger\boldsymbol\alpha\psi_j)\cdot(\psi_j^\dagger\boldsymbol\alpha\psi_i)'}{R}. \tag{9}$$

For one electron (9) equals $+W$ and cancels the Hartree term. The $-7.87$ eV of the opening is thus self-interaction. A functional that includes the transverse Hartree term and omits transverse exchange would keep it as an error.

## Why closed shells have no transverse Hartree energy

Time reversal acts on a four-spinor as $\mathcal T\psi=-i\Sigma_y\psi^*$, where $\Sigma_y$ has $\sigma_y$ in both diagonal blocks. It leaves the density unchanged, because $\Sigma_y^2=1$. For the current,

$$(\mathcal T\psi)^\dagger\alpha_a(\mathcal T\psi)=\psi^{T}\,\Sigma_y\alpha_a\Sigma_y\,\psi^*=-\psi^{T}\alpha_a^*\psi^*=-(\psi^\dagger\alpha_a\psi)^*=-\psi^\dagger\alpha_a\psi .$$

The second equality uses $\sigma_y\sigma_a\sigma_y=-\sigma_a^*$; the last holds because the current is real. If both members of such a Kramers pair are occupied, their currents cancel at every point, not just after integration.

In a central potential without a magnetic field, time reversal takes $m$ to $-m$ within a subshell. Since $m$ is half-integer, no orbital is its own partner, and a full subshell consists of complete pairs. Its current vanishes, and with it $\mathbf B$ and $W$. This is consistent with the assumed orbitals, since the resulting $\mathbf A$ is zero. It does not exclude another self-consistent solution with broken time-reversal symmetry.

A full subshell is sufficient but not necessary: occupying $m=\pm1/2$ alone in a $p_{3/2}$ subshell also gives zero current. Conversely, $E_T=-\int B^2/8\pi$ vanishes only if $\mathbf B=0$ everywhere, which by (3) requires $\mathbf j=0$. Removing one electron from a full subshell leaves minus the current of the missing orbital, and the transverse Hartree energy returns.

## The 1s orbital worked through

### Orbital and current

For a point nucleus let $\gamma=\sqrt{1-Z^2/c^2}$ and try

$$\psi_i=f(r)\begin{pmatrix}\chi_i\\ iq\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_i\end{pmatrix},\qquad f\propto r^{\gamma-1}e^{-Zr},$$

with $\chi_i$ spin up or down. Since $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\hat{\mathbf r}f)=f'+2f/r$, the two components of the Dirac equation are

$$cq\left(f'+\frac{2f}{r}\right)+\left(c^2-\frac Zr\right)f=\varepsilon f,\qquad
-cf'-q\left(c^2+\frac Zr\right)f=q\varepsilon f .$$

Insert $f'/f=(\gamma-1)/r-Z$. The $1/r$ terms require $q=Z/[c(1+\gamma)]$ and $q=c(1-\gamma)/Z$, which agree because $Z^2/c^2=1-\gamma^2$. The constant terms in the first equation give $\varepsilon=c^2-cqZ=\gamma c^2$, and this also satisfies the second.

The current comes from the products of upper and lower components:

$$\psi_i^\dagger\alpha_a\psi_j=iqf^2\chi_i^\dagger[\sigma_a,\boldsymbol\sigma\cdot\hat{\mathbf r}]\chi_j=2qf^2(\boldsymbol\sigma_{ij}\times\hat{\mathbf r})_a,\qquad \boldsymbol\sigma_{ij}=\chi_i^\dagger\boldsymbol\sigma\chi_j .$$

One orbital has density $n=f^2(1+q^2)$. Multiplying the two expressions for $q$ gives $q^2=(1-\gamma)/(1+\gamma)$, so $1+q^2=2/(1+\gamma)$ and $2q/(1+q^2)=q(1+\gamma)=Z/c$. Therefore

$$\psi_i^\dagger\boldsymbol\alpha\psi_j=\frac Zc\,n\,\boldsymbol\sigma_{ij}\times\hat{\mathbf r},\qquad \mathbf j_\uparrow=Z\,n(r)\sin\theta\,\hat{\boldsymbol\phi}. \tag{10}$$

### Field energy

Insert (10) in $W$ and expand $1/R=\sum_l(r_<^l/r_>^{l+1})P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}')$. The scalar product $(\hat{\mathbf z}\times\hat{\mathbf r})\cdot(\hat{\mathbf z}\times\hat{\mathbf r}')=\hat x\hat x'+\hat y\hat y'$ selects $l=1$. The integral over $\hat{\mathbf r}'$ gives $(4\pi/3)(\hat x^2+\hat y^2)$, and that over $\hat{\mathbf r}$ gives a further $8\pi/3$ in place of $\hat x^2+\hat y^2$. With the radial density $\rho=4\pi r^2n$, the angular factor is $(32\pi^2/9)/(16\pi^2)=2/9$. Hence

$$W=\frac{Z^2}{9c^2}\int_0^\infty\!\!\int_0^\infty\rho(r)\rho(r')\frac{r_<}{r_>^2}\,dr\,dr',\qquad
\rho=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}r^{2\gamma}e^{-2Zr}.$$

Use $x=2Zr_>$ and $2Zr_<=tx$. The two orderings of the radii contribute equally, so the double integral is

$$\frac{4Z}{\Gamma(2\gamma+1)^2}\int_0^1dt\,t^{2\gamma+1}\int_0^\infty dx\,x^{4\gamma}e^{-(1+t)x}
=\frac{4Z\,\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\int_0^1\frac{t^{2\gamma+1}\,dt}{(1+t)^{4\gamma+1}} .$$

Substituting $u=t/(1+t)$ turns the last integral into $\int_0^{1/2}u^{2\gamma+1}(1-u)^{2\gamma-2}du$, the incomplete beta function $B_{1/2}(2\gamma+2,2\gamma-1)$. Thus

$$W=\frac{4Z^3}{9c^2}\,\frac{\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\,B_{1/2}(2\gamma+2,2\gamma-1)\ \longrightarrow\ \frac{Z^3}{24c^2}\quad(Z\ll c). \tag{11}$$

The limit uses $\gamma\to1$, $\Gamma(5)/\Gamma(3)^2=6$ and $B_{1/2}(4,1)=1/64$.

For $Z=50$ the limiting formula gives $125000/(24\times137.036^2)=0.2774$ hartree. The full expression is larger by the factor 1.0428, so $W=0.2892$ hartree, or 7.87 eV. Since the prefactor $Z$ in (10) has no relativistic correction, this factor comes from the change in the radial density. It is 1.0016 at $Z=10$ and 1.128 at $Z=80$.

The coupling energy is $-15.74$ eV, and $7.87-15.74=-7.87$ eV, as (4) requires. Replacing the field by that of a 1s orbital with nuclear charge $0.8Z$ or $1.2Z$ gives $-6.97$ or $-6.69$ eV, both above the minimum. The Coulomb Hartree energy is $U=448.0$ eV, so the four-current Hartree energy is $448.0-7.9=440.1$ eV.

### Two electrons

For $1s^2$ the Hartree current is zero. In (9), the spin sum is

$$\sum_{ij}(\boldsymbol\sigma_{ij}\times\hat{\mathbf r})\cdot(\boldsymbol\sigma_{ji}\times\hat{\mathbf r}')
=2\sum_{a=x,y,z}(\hat{\mathbf a}\times\hat{\mathbf r})\cdot(\hat{\mathbf a}\times\hat{\mathbf r}'),$$

because $\mathrm{tr}\,\sigma_a\sigma_b=2\delta_{ab}$. By rotational symmetry each of the three axes contributes $W$ after integration, so $E_x^T=2\times3\,W=6W=47.2$ eV.

The six has a simple decomposition. The terms $i=j$ give $2W$ and remove the self-interaction $-2W$ contained in the Hartree term. That Hartree term is zero because the mutual energy of the two opposite currents is $+2W$: antiparallel currents repel. The spin-flip terms $i\ne j$ supply the other $4W$. The physical interaction is thus $2W+4W$.

For comparison, the Coulomb Hartree and exchange energies are $4U=1791.9$ eV and $-2U=-895.9$ eV. The transverse interaction is about 5% of their sum. These values are of first order in the Coulomb repulsion and of second order in $H'$, with unrelaxed hydrogen-like orbitals; they omit correlation, nuclear size and radiative corrections. Letting the two orbitals relax self-consistently in their mutual Coulomb field lowers the transverse exchange energy from 47.2 to 46.3 eV and the net Coulomb repulsion from 895.9 to 889.1 eV, so the ratio stays near 5%. A uniformly charged nucleus of the size of tin (rms radius 4.65 fm) lowers $W$ by about 0.002 eV and $6W$ by about 0.01 eV.

The numerical check samples the six-dimensional integrals directly from the spinors. It tests the Hartree and exchange values with both kernels against (11), within the sampling error.

## What each derivation assumes

The first derivation assumes a product of an electronic determinant and a coherent field. It does not expand in the coupling, and the orbitals may themselves feel $\mathbf A$. The static field results from minimizing the energy. The price is that photons cannot be correlated with individual electrons, so transverse exchange is absent and has to be supplied by the exchange-correlation functional.

The second derivation assumes weak coupling and orbitals fixed without $\mathbf A$. It yields Hartree and exchange together, shows where self-interaction cancels, and separates the static direct term from exchange, which can be retarded. It does not include the response of the orbitals to their own magnetic field.

At fixed current the two Hartree energies agree for a definite reason. A prescribed current adds a linear term to each field oscillator, and completing the square gives an energy shift quadratic in that current. Second-order perturbation theory already contains the whole shift.

Both derivations need a stationary state. If $n$ and $\mathbf j$ vary in time, the direct term can also transfer energy between the electrons and the field, and the static expression (1) is then an approximation.

## Calculated quantities

```
Nuclear charge Z: 50
Speed of light c: 137.0360 atomic units
Z/c: 0.36487
g = sqrt(1-(Z/c)^2): 0.93106
1s energy without rest energy: -35228.6 eV
Mean radius of 1s: 0.01515 angstrom
Magnetic moment of 1s: 0.95404 Bohr magnetons
Dirac equation, relative residual: 6.3e-10
Current formula, relative error: 2.8e-16
Divergence of current, relative: 4.4e-10
One electron, 1s:
  Coulomb Hartree U: 447.969 eV
  field energy W, closed form: 7.8702 eV = 0.289223 hartree
  field energy from B^2 quadrature: 7.8702 eV
  current-field coupling: -15.7403 eV
  transverse Hartree, field + coupling: -7.8702 eV
  four-current Hartree U - W: 440.099 eV
  ratio W/U: 0.01757
  energy with trial field of charge 0.8 Z: -6.9667 eV
  energy with trial field of charge 1.2 Z: -6.6942 eV
Six-dimensional sampling (value, standard error):
  Coulomb Hartree, 1s: 448.156, 0.306 eV
  transverse Hartree, 1s, Gaunt kernel: -7.842, 0.035 eV
  transverse Hartree, 1s, Breit kernel: -7.857, 0.023 eV
  transverse exchange, 1s2, Gaunt kernel: 47.205, 0.182 eV
  transverse exchange, 1s2, Breit kernel: 47.230, 0.117 eV
  Breit/Gaunt ratio, control current n x_hat: 0.6667
Two electrons, 1s2 (first order, unrelaxed orbitals):
  largest |j|/(c n) of the pair: 0.0e+00
  Coulomb Hartree 4U: 1791.877 eV
  Coulomb exchange -2U: -895.938 eV
  transverse exchange 6W: 47.221 eV = 1.73534 hartree
Full p3/2 subshell, largest current: 1.4e-17 (model units)
p3/2 with one electron missing: 0.072 (model units)
W divided by Z^3/(24 c^2) at Z=1: 1.000016
Z=10: W = 0.0605 eV, W/(Z^3/24c^2) = 1.0016
Z=30: W = 1.6540 eV, W/(Z^3/24c^2) = 1.0146
Z=50: W = 7.8702 eV, W/(Z^3/24c^2) = 1.0428
Z=80: W = 34.8608 eV, W/(Z^3/24c^2) = 1.1277
```
